# Spin-flip stability of UHF solutions against noncollinear GHF rotations

## Why a collinear stability test is not enough

A UHF calculation can converge to a minimum with respect to every rotation that keeps alpha and beta orbitals separate, and still lie above other single determinants that can be reached by going steadily downhill. The downhill path tilts the spins away from their common axis, and the UHF iteration cannot enter it. A density matrix without alpha–beta blocks gives a Fock matrix without such blocks, whose orbitals reproduce a density of the same kind. Damping or extrapolation of these matrices does not change this.

The missing test belongs to generalized Hartree–Fock (GHF), where each orbital may have both an alpha and a beta component. The second-order energy of rotations into this larger space gives a matrix whose negative eigenvalues reveal the hidden descent.

## Energy to second order

Let $|\Phi\rangle$ be a converged UHF determinant with real canonical orbitals. Spin orbitals $o,o'$ are occupied and $v,v'$ are virtual. A nearby determinant is

$$|\Phi(Z)\rangle=e^{\kappa}|\Phi\rangle,\qquad \kappa=T-T^\dagger,\qquad T=\sum_{vo}Z_{vo}\,v^\dagger o, \tag{1}$$

with complex amplitudes $Z_{vo}$. Since $\kappa$ is anti-Hermitian, the norm is preserved and

$$E(Z)=\langle e^{-\kappa}He^{\kappa}\rangle=E_0+\langle[H,\kappa]\rangle+\tfrac12\langle[[H,\kappa],\kappa]\rangle+\dots \tag{2}$$

All expectation values are taken in $|\Phi\rangle$. Because $T^\dagger|\Phi\rangle=0$, we have $\kappa|\Phi\rangle=T|\Phi\rangle$ and $\langle\Phi|\kappa=-\langle\Phi|T^\dagger$. The first-order term is therefore

$$E_1=\langle HT\rangle+\langle T^\dagger H\rangle=2\,\mathrm{Re}\sum_{vo}Z_{vo}F_{ov}. \tag{3}$$

The Fock element for a spin flip, with $\bar a$ a beta virtual and $i$ an alpha occupied orbital, is

$$F_{\bar a i}=\langle\bar a|h|i\rangle+\sum_o\left(\langle\bar a o|io\rangle-\langle\bar a o|oi\rangle\right). \tag{4}$$

Here $\langle pq|rs\rangle$ has electron 1 in $p,r$ and electron 2 in $q,s$. For a spin-free Hamiltonian the first two terms vanish because $\bar a$ and $i$ have opposite spins. The last would need $o$ to be beta, to match $\bar a$, and alpha, to match $i$. No UHF orbital is both. Hence $E_1=0$ for spin flips too, and every UHF solution is a stationary point of GHF. Whether it is a minimum depends on second order.

Expanding the double commutator gives

$$E_2=\tfrac12\langle H\kappa^2\rangle-\langle\kappa H\kappa\rangle+\tfrac12\langle\kappa^2H\rangle. \tag{5}$$

The middle term equals $+\langle T^\dagger HT\rangle$. In the outer terms, $\kappa^2|\Phi\rangle=T^2|\Phi\rangle-T^\dagger T|\Phi\rangle$. The operator $T^\dagger$ must empty the virtual orbital just filled and refill the hole just made, so $T^\dagger T|\Phi\rangle=|Z|^2|\Phi\rangle$ with $|Z|^2=\sum|Z_{vo}|^2$. Therefore

$$E_2=\langle T^\dagger(H-E_0)T\rangle+\mathrm{Re}\,\langle HT^2\rangle. \tag{6}$$

To evaluate this, write the Hamiltonian in normal order relative to $|\Phi\rangle$:

$$H=E_0+\sum_{pq}F_{pq}\{p^\dagger q\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\}, \tag{7}$$

where $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. Between single excitations, the Fock part gives $\varepsilon_v$ for the particle and $-\varepsilon_o$ for the hole. Four equal contractions cancel the factor $1/4$ in the interaction. Thus

$$A_{vo,v'o'}=\delta_{vv'}\delta_{oo'}(\varepsilon_v-\varepsilon_o)+\langle vo'\|ov'\rangle. \tag{8}$$

The diagonal case fixes the sign: $\langle vo\|ov\rangle=-\langle vo\|vo\rangle$ removes the interaction of the promoted electron with the orbital it has left.

For the double excitation, anticommutation gives $v^\dagger o\,v'^\dagger o'=v^\dagger v'^\dagger o'o$, so its matrix element with $\langle\Phi|H$ is $\langle oo'\|vv'\rangle$. Taking the complex conjugate inside the real part,

$$E_2=Z^\dagger AZ+\mathrm{Re}\,(Z^\dagger\mathcal BZ^*),\qquad \mathcal B_{vo,v'o'}=\langle vv'\|oo'\rangle. \tag{9}$$

## What spin integration leaves

Now use spatial integrals in charge-cloud order, $(pq|rs)=\iint p(1)q(1)r_{12}^{-1}r(2)s(2)$, and let $\sigma_p$ denote the spin of $p$. The two interaction elements become

$$\langle vo'\|ov'\rangle=(vo|o'v')\,\delta_{\sigma_v\sigma_o}\delta_{\sigma_{o'}\sigma_{v'}}-(vv'|o'o)\,\delta_{\sigma_v\sigma_{v'}}\delta_{\sigma_{o'}\sigma_o}, \tag{10}$$

$$\langle vv'\|oo'\rangle=(vo|v'o')\,\delta_{\sigma_v\sigma_o}\delta_{\sigma_{v'}\sigma_{o'}}-(vo'|v'o)\,\delta_{\sigma_v\sigma_{o'}}\delta_{\sigma_{v'}\sigma_o}. \tag{11}$$

In both lines the first, direct term requires $\sigma_v=\sigma_o$ and disappears for a spin flip. In the exchange term of (10), $v$ and $v'$ share a spin, as do $o$ and $o'$, so flips of the same direction are joined. In the exchange term of (11), $v$ has the spin of $o'$ and $v'$ that of $o$, so an alpha-to-beta flip is joined to a beta-to-alpha flip. Neither term joins a spin flip to a spin-conserving rotation. The two stability problems separate at second order.

Let $i,j$ and $a,b$ be occupied and virtual alpha orbitals, with bars for beta. Define $x_{\bar a i}=Z_{\bar a i}$ and $y_{a\bar i}=Z_{a\bar i}$. The surviving blocks are

$$(A_1)_{\bar a i,\bar b j}=\delta_{\bar a\bar b}\delta_{ij}(\varepsilon_{\bar a}-\varepsilon_i)-(\bar a\bar b|ij), \tag{12}$$

$$(A_2)_{a\bar i,b\bar j}=\delta_{ab}\delta_{\bar i\bar j}(\varepsilon_a-\varepsilon_{\bar i})-(ab|\bar i\bar j), \tag{13}$$

$$B_{\bar a i,b\bar j}=-(\bar a\bar j|bi). \tag{14}$$

Every explicit two-electron integral in these blocks, including the whole coupling $B$, thus comes from an exchange term of (10) or (11). The orbital energies, by contrast, also contain Coulomb repulsion. The integral $(\bar a\bar b|ij)$ looks like a Coulomb interaction between particle and hole densities, but (10) shows its exchange origin.

## One symmetric matrix

The full $\mathcal B$ has $B$ in one off-diagonal block and $B^T$ in the other. A scalar equals its transpose, so $y^\dagger B^Tx^*=x^\dagger By^*$, and (9) becomes

$$E_2=x^\dagger A_1x+y^\dagger A_2y+2\,\mathrm{Re}\,(x^\dagger By^*). \tag{15}$$

This mixes $x$ with the conjugate of $y$. Collect $w=(x,y^*)$. Since $A_2$ is real and symmetric, $y^\dagger A_2y=y^TA_2y^*$. Since $B$ is real, the conjugate of $x^\dagger By^*$ is $y^TB^Tx$. Hence

$$E_2=w^\dagger Mw,\qquad M=\begin{pmatrix}A_1&B\\B^T&A_2\end{pmatrix}. \tag{16}$$

This is the spin-flip stability matrix. Its dimension is the number of alpha-occupied/beta-virtual pairs plus the number of beta-occupied/alpha-virtual pairs. If $Mw=\lambda w$ with $|w|=1$, a step $t$ along $w$ changes the energy by $\lambda t^2$ at leading order. A negative $\lambda$ proves that a lower GHF determinant exists nearby.

Writing $w=u+is$ with real $u,s$ gives $E_2=u^TMu+s^TMs$. Each eigenvalue therefore occurs twice when real parameters are counted. The reason is symmetry: a spin rotation by $\phi$ about $z$ leaves $|\Phi\rangle$ unchanged up to a phase, multiplies $x$ by $e^{i\phi}$ and $y$ by $e^{-i\phi}$, and so multiplies $w$ by $e^{i\phi}$. The tilt may point in any direction perpendicular to $z$. For $\phi=\pi$ the symmetry reads $E(w)=E(-w)$, so odd orders vanish and the first correction to (16) is of fourth order.

## The zero mode

Rotating all spins together costs no energy, and $M$ must reflect this. For a rotation by $\theta$ about $y$,

$$-i\theta S_y=\tfrac{\theta}{2}(S_--S_+). \tag{17}$$

The operator $S_-$ turns alpha into beta without changing the spatial function, so its component from $i$ to $\bar a$ is the spatial overlap $\langle\bar a|i\rangle$. Likewise $S_+$ contributes $\langle a|\bar i\rangle$. To first order the amplitudes are $\tfrac{\theta}{2}w_0$, with

$$w_0=\left(\langle\bar a|i\rangle,\;-\langle a|\bar i\rangle\right). \tag{18}$$

The generator also mixes occupied orbitals among themselves and virtual orbitals among themselves, but this does not alter the determinant at first order. Every rotated determinant is again stationary, so the energy gradient, proportional to $Mw$ at leading order, vanishes along the whole path. Dividing by $\theta$ and letting $\theta\to0$ gives

$$Mw_0=0. \tag{19}$$

When $w_0\neq0$, this zero eigenvalue is a symmetry, not an impending instability. In a numerical calculation the residual $Mw_0$ tests the signs in (12)–(14) and the convergence of the orbitals. The eigenvalue alone cannot detect a wrong overall sign of $B$, because $B\to-B$ only reverses the sign of $y$ and leaves the spectrum of $M$ unchanged. Any further zero eigenvalue requires higher orders to decide stability.

## Two limiting cases

**Closed shell.** If alpha and beta spatial orbitals coincide, the overlaps in (18) vanish and there is no zero mode of this kind. Then $A_1=A_2=A$, $B$ is symmetric, and vectors $(u,\pm u)$ reduce $M$ to

$$(A\pm B)_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)-(ab|ij)\mp(aj|bi). \tag{20}$$

The same matrices describe spin-conserving triplet rotations, $Z_{ai}=-Z_{\bar a\bar i}$. For these, the direct integrals between equal and opposite spins cancel, and the exchange terms of (10) and (11) remain. The upper sign belongs to real amplitudes and the lower to imaginary ones. For a closed shell, then, the spin-flip test adds nothing to a complete triplet test. It becomes independent information once the UHF solution is spin-polarized.

**One electron.** With a single alpha electron in orbital 1 there are no beta occupied orbitals, so $A_2$ and $B$ are absent. The beta Fock matrix is $h_{ab}+(ab|11)$, while $\varepsilon_1=h_{11}$ because the electron does not repel itself. In any orthonormal basis of beta orbitals, (12) becomes

$$(A_1)_{ab}=h_{ab}+(ab|11)-\varepsilon_1\delta_{ab}-(ab|11)=h_{ab}-\varepsilon_1\delta_{ab}. \tag{21}$$

The beta orbital with the spatial form of orbital 1 has eigenvalue zero, as (19) demands. The exchange-type integral in $A_1$ removes the spurious repulsion between the flipped electron and its former self.

## Well separated atoms

Consider a chain of four atoms with one electron each, so far apart that the low-energy determinants differ mainly in the directions of their site spins. Model the energy by classical unit vectors with nearest-neighbour terms $J\,\mathbf s_k\cdot\mathbf s_{k+1}$, $J>0$. The up-up-down-down arrangement has energy $J-J+J=J$, and the alternating one $-3J$. They differ by $4J$.

Tilt the spins of up-up-down-down by small angles $\theta_k$ in one plane. A parallel bond contributes $J\cos(\theta_k-\theta_{k+1})$ and an antiparallel bond the negative of this, so

$$E_2=\tfrac J2\left[-(\theta_1-\theta_2)^2+(\theta_2-\theta_3)^2-(\theta_3-\theta_4)^2\right]. \tag{22}$$

Let $\ell$ be an eigenvalue of the quadratic form in brackets. For angles $(p,q,q,p)$ and $(p,q,-q,-p)$ it reduces respectively to

$$\begin{pmatrix}-1&1\\1&-1\end{pmatrix},\qquad\begin{pmatrix}-1&1\\1&1\end{pmatrix}, \tag{23}$$

with eigenvalues $-2,0$ and $\pm\sqrt2$. Rotating a spin by $\theta$ mixes in the opposite spin with amplitude $\sin(\theta/2)\approx\theta/2$, so $|w|^2=\sum_k\theta_k^2/4$. Then $E_2=\tfrac J2\ell\sum_k\theta_k^2=2J\ell|w|^2$, and the low eigenvalues of $M$ are

$$\lambda=-4J,\quad-2\sqrt2\,J,\quad0,\quad2\sqrt2\,J. \tag{24}$$

In this model the lowest eigenvalue is minus the energy difference to the alternating state. Its mode is $\theta\propto(1,-1,-1,1)$, which opens the two parallel bonds and leaves the central antiparallel bond intact.

For the alternating state all signs in (22) are positive. The two reductions become $\begin{pmatrix}1&-1\\-1&1\end{pmatrix}$ and $\begin{pmatrix}1&-1\\-1&3\end{pmatrix}$, so $\ell=0,\,2-\sqrt2,\,2,\,2+\sqrt2$. Apart from the global rotation, every tilt costs energy.

## A linear H$_4$ chain

Take a linear H$_4$ chain with 4 bohr spacing, in Hartree–Fock with the STO-3G basis. This minimal basis and the neglect of correlation make the numbers an illustration of the stability theory, not accurate energies of H$_4$. There are two electrons of each spin and two virtual orbitals of each spin, so $M$ has dimension $2\times2+2\times2=8$.

The up-up-down-down UHF solution has energy $-1.857542$ hartree and the alternating one $-1.874316$ hartree, a difference of $0.016774$ hartree. Against spin-conserving rotations, real and imaginary, the upper solution is a firm minimum: its lowest curvature, in the normalization of (16), is $0.4806$ hartree. A collinear test would accept it.

The first diagonal element of $A_1$ shows the balance in (12):

$$0.7683-0.5013=0.2670\ \text{hartree}. \tag{25}$$

This positive value does not settle stability, because canonical orbitals spread over more than one site and the off-diagonal elements matter. The eigenvalues of $M$, in hartree, are

$$-0.0165,\ -0.0113,\ 0.0000,\ 0.0127, \tag{26}$$

followed by four between $0.53$ and $0.56$. For nearly site-localized electrons this division follows from counting: four flips stay on their own site and are spin rotations, while the other four also move an electron to another site. There are two unstable modes, hence four descending directions in real parameters.

The classical estimate uses $J=0.016774/4=0.00419$ hartree. Equation (24) then gives $-0.0168$, $-0.0119$, $0$ and $0.0119$ hartree, close to (26). The ratio of $-\lambda_1$ to the energy difference is $0.986$. At 6 bohr it is $0.9997$, and the second eigenvalue divided by the first is $0.7067$, against $1/\sqrt2=0.7071$ in the model.

These values depend on the basis by far more than the digits shown. At 4 bohr in the aug-cc-pVDZ basis the energy difference is $0.0204$ hartree, the four lowest eigenvalues of $M$ are $-0.0200$, $-0.0133$, $0$ and $0.0169$ hartree, the ratio is $0.978$, and the lowest spin-conserving curvature drops to $0.27$ hartree. The pattern is unchanged: stable against collinear rotations, with two unstable spin-flip modes.

The coupling $B$ is small next to the orbital-energy gaps but comparable with the spin-rotation energies. Its largest element is $0.0027$ hartree in canonical orbitals, which spread over more than one site, and $0.0090$ hartree in site-localized orbitals. The latter is close to $2J=0.0084$ hartree, the coupling across the antiparallel bond in the model. Setting $B=0$ raises the lowest eigenvalue from $-0.0165$ to $-0.0131$ hartree. For the alternating solution, the lowest eigenvalue rises from zero to $0.0084$ hartree, so the uncoupled matrix wrongly assigns a cost to a global spin rotation. With $B$ included, (19) holds for both solutions to about $10^{-13}$ hartree.

A step $t=0.1$ along the lowest mode should change the energy by

$$t^2\lambda_1=0.01\times(-0.016532)=-0.0001653\ \text{hartree}. \tag{27}$$

The GHF energy changes by $-0.0001645$ hartree, which differs from the quadratic value by $0.5\%$ of that value. Equal energies at $t$ and $-t$ confirm the evenness derived above.

At $t=0.3$ the energy has fallen by $0.00142$ hartree. Define the site-spin vector of each atom as the spin expectation value carried by its symmetrically (Löwdin) orthogonalized basis orbital, and arrange the four vectors as rows of a matrix. Its singular values are $0.946$, $0.290$ and $0$ in units of $\hbar$. The second is nonzero, so the spins do not share an axis; the third is zero, so they lie in a plane. Minimizing the GHF energy from this point leads to $-1.874316$ hartree, the energy of the alternating solution, and the second singular value returns to zero within the printed digits. The path is noncollinear although both of its ends are collinear. An unstable UHF solution therefore does not imply that the final GHF minimum is noncollinear.

The alternating solution has spin-flip eigenvalues $0.0000$, $0.0051$, $0.0171$ and $0.0285$ hartree, then four near $0.65$. The classical values $2J\ell$ are $0$, $0.0049$, $0.0168$ and $0.0286$ hartree. The zero belongs to $w_0$, and no spin flip lowers the energy at second order. The lowest spin-conserving curvature of this solution is $0.51$ hartree, so it is a local GHF minimum apart from the global spin rotation.

As an independent test of (12)–(16), the complete complex GHF Hessian of the up-up-down-down solution was obtained by finite differences of the energy. Its spin-flip part agrees with $M$ to $5\times10^{-7}$ hartree in every element, far below the magnitudes of the nonzero eigenvalues in (26), and its cross block with spin-conserving rotations vanishes. These values are in the numerical output.

## Using the test and its limits

After UHF convergence, the spin-conserving Hessian and $M$ must both be examined. If $M$ has a negative eigenvalue, the orbitals should be rotated by a finite step along its eigenvector and the energy minimized in the GHF space. Restarting UHF from the unrotated density only recovers the same solution.

A positive result is local. If both matrices are positive apart from symmetry zero modes, no small rotation lowers the energy, but a distant determinant still may. The formulas assume the Hartree–Fock energy, a spin-free Hamiltonian and real orbitals. Spin–orbit coupling or a transverse magnetic field can make $F_{\bar a i}$ nonzero, and the UHF determinant is then not even stationary in GHF. For complex orbitals the exchange elements must keep their complex conjugates, and $M$ becomes Hermitian.

## Values computed for the example and the checks

```
H4 chain, STO-3G, spacing: 4.0 bohr
E(up-up-down-down UHF): -1.857542 hartree
E(alternating UHF): -1.874316 hartree
Energy difference: 0.016774 hartree
Site Sz, up-up-down-down (hbar): 0.4999 0.4905 -0.4905 -0.4999
Site Sz, alternating (hbar): 0.4910 -0.4820 0.4820 -0.4910
Alpha orbital energies, uudd (hartree): -0.50898 -0.41976 0.25937 0.37303
Beta orbital energies, uudd (hartree): -0.50898 -0.41976 0.25937 0.37303
First A1 diagonal, orbital gap: 0.768345 hartree
First A1 diagonal, integral (aa|ii): 0.501324 hartree
First A1 diagonal, total: 0.267021 hartree
Largest |B| element, uudd: 0.002737 hartree
M eigenvalues 1-4, uudd (hartree): -0.016532 -0.011337 0.000000 0.012702
M eigenvalues 5-8, uudd (hartree): 0.531732 0.531756 0.553344 0.553369
M eigenvalues 1-4, alternating (hartree): 0.000000 0.005053 0.017084 0.028455
M eigenvalues 5-8, alternating (hartree): 0.648623 0.650414 0.654533 0.655519
Lowest eigenvalue with B=0, uudd: -0.013086 hartree
Lowest eigenvalue with B=0, alternating: 0.008383 hartree
Lowest spin-conserving curvature, uudd: 0.480582 hartree
Largest GHF gradient at UHF: 4.4e-13 hartree
Max error, M against finite differences: 5.0e-07 hartree
Max flip/conserving cross term: 0.0e+00 hartree
Zero-mode residual, uudd: 1.1e-13 hartree
Zero-mode residual, alternating: 2.6e-13 hartree
Step along lowest mode t: 0.1 (dimensionless)
Energy change at t, computed: -0.00016453 hartree
Energy change at t, quadratic: -0.00016532 hartree
Descent start t: 0.3 (dimensionless)
Energy change at descent start: -0.001424 hartree
Site-spin singular values, start (hbar): 0.9463 0.2904 0.0000
Site-spin singular values, end (hbar): 0.9731 0.0000 0.0000
Energy at end of descent: -1.874316 hartree
-lowest eigenvalue/energy difference at 4.0 bohr: 0.9856
Energy difference at 6.0 bohr: 0.00035005 hartree
M eigenvalues 1-4 at 6.0 bohr (hartree): -0.00034993 -0.00024730 0.00000000 0.00024787
-lowest eigenvalue/energy difference at 6.0 bohr: 0.9997
Second/first eigenvalue at 6.0 bohr: 0.7067
```
